# The Hubbard force from the explicit derivative of the occupation matrix: verification in Python

```python
"""
Result under test: the Hubbard part of the force on a nuclear coordinate R is
    F_U = - sum_spin Tr[ V (dn/dR at fixed orbitals) ],   V = U (1/2 - n),
for E = E_base + (U/2) sum_spin Tr[n - n n], n_mm' = <phi_m|P|phi_m'>.
P is the density matrix of one spin and phi_m are projectors moving with atom A.
Orbital derivatives cancel between E_base and E_U when E is stationary.
Model: one dimension, fixed sinc grid, soft-Coulomb ions A and B, Hartree
energy and local exchange -(g/2) * integral of (rho_up^2 + rho_down^2).
Rydberg units: kinetic energy -d2/dx2, squared charge 2, lengths in bohr.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom

spacing, half_points = 0.3, 50
index = np.arange(-half_points, half_points + 1)
x = spacing * index
charge = np.array([3.0, 1.0])
position = np.array([-1.1, 1.4])
electrons = (2, 1)
softening, width, exchange_g, hubbard_U = 1.0, 1.0, 1.0, 0.3
step = 1.0e-3

difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 3,
                   2.0 * (-1.0)**np.abs(difference) / safe**2) / spacing**2
repulsion = 2.0 / np.sqrt((x[:, None] - x[None, :])**2 + softening**2)


def projectors(center):
    """Columns: even and odd Gaussian functions, times sqrt(spacing)."""
    y = x - center
    even = (np.pi * width**2)**-0.25 * np.exp(-y**2 / (2 * width**2))
    odd = np.sqrt(2.0) * y / width * even
    return np.sqrt(spacing) * np.column_stack([even, odd])


def projector_derivatives(center):
    """Derivative of the projectors with respect to their center."""
    y = x - center
    even = (np.pi * width**2)**-0.25 * np.exp(-y**2 / (2 * width**2))
    d_even = y / width**2 * even
    d_odd = -np.sqrt(2.0) / width * (1 - y**2 / width**2) * even
    return np.sqrt(spacing) * np.column_stack([d_even, d_odd])


def occupations(center, P):
    phi = projectors(center)
    return [phi.T @ p @ phi for p in P]


def hubbard_energy(n_list, U=hubbard_U):
    return sum(0.5 * U * np.trace(n - n @ n).real for n in n_list)


def hubbard_potential(n, U=hubbard_U):
    return U * (0.5 * np.eye(2) - n)


def ion_potential(R):
    return sum(-2 * z / np.sqrt((x - r)**2 + softening**2)
               for z, r in zip(charge, R))


def base_energy(R, P):
    diag = [np.diag(p) for p in P]
    total = diag[0] + diag[1]
    energy = sum(np.sum(kinetic * p) for p in P) + total @ ion_potential(R)
    energy += 0.5 * total @ repulsion @ total
    energy -= 0.5 * exchange_g * sum(d @ d for d in diag) / spacing
    ions = 2 * charge[0] * charge[1] / np.sqrt((R[0] - R[1])**2 + softening**2)
    return energy + ions


def full_energy(R, P):
    return base_energy(R, P) + hubbard_energy(occupations(R[0], P))


def solve(R, U, start=None):
    """Self-consistent density matrices, smallest gap, lowest orbitals."""
    P = [np.zeros_like(kinetic) for _ in electrons] if start is None else start
    phi = projectors(R[0])
    v_ion = ion_potential(R)
    for _ in range(1500):
        total = np.diag(P[0]) + np.diag(P[1])
        new, gaps = [], []
        for p, count in zip(P, electrons):
            local = v_ion + repulsion @ total - exchange_g * np.diag(p) / spacing
            V = hubbard_potential(phi.T @ p @ phi, U)
            H = kinetic + np.diag(local) + phi @ V @ phi.T
            level, orbital = np.linalg.eigh(H)
            new.append(orbital[:, :count] @ orbital[:, :count].T)
            gaps.append(level[count] - level[count - 1])
        change = max(np.abs(a - b).max() for a, b in zip(new, P))
        if change < 1e-10:
            return new, min(gaps), orbital
        P = [0.7 * b + 0.3 * a for a, b in zip(new, P)]
    raise RuntimeError("self-consistency not reached")


def base_gradient(R, P, atom):
    """Explicit derivative of E_base: ion-electron and ion-ion terms."""
    y = x - R[atom]
    dv = -2 * charge[atom] * y / (y**2 + softening**2)**1.5
    d = R[atom] - R[1 - atom]
    ions = -2 * charge[0] * charge[1] * d / (d**2 + softening**2)**1.5
    return (np.diag(P[0]) + np.diag(P[1])) @ dv + ions


def explicit_dn(center, P):
    phi, dphi = projectors(center), projector_derivatives(center)
    return [dphi.T @ p @ phi + phi.T @ p @ dphi for p in P]


def moved(atom, sign):
    R = position.copy()
    R[atom] += sign * step
    return R


# Self-consistent reference state and the trace formula
P, gap, orbitals = solve(position, hubbard_U)
assert gap > 0.02
n = occupations(position[0], P)
V = [hubbard_potential(m) for m in n]
dn = explicit_dn(position[0], P)
force_spin = [-np.trace(v @ d) for v, d in zip(V, dn)]
force_U = sum(force_spin)

# Explicit derivative of n against moving projectors at frozen orbitals
n_plus = occupations(position[0] + step, P)
n_minus = occupations(position[0] - step, P)
for a, b, d in zip(n_plus, n_minus, dn):
    assert np.abs((a - b) / (2 * step) - d).max() < 1e-5

# Complex orbitals with fractional occupations: index order and real part
rng = np.random.default_rng(3)
mix = rng.normal(size=(5, 2)) + 1j * rng.normal(size=(5, 2))
c = orbitals[:, :5] @ np.linalg.qr(mix)[0]
f = np.array([1.0, 0.4])
P_complex = [(c * f) @ c.conj().T]
n_complex = occupations(position[0], P_complex)[0]
assert abs(n_complex[0, 1].imag) > 1e-3
a = projectors(position[0]).T @ c
b = projector_derivatives(position[0]).T @ c
orbital_sum = 2 * np.einsum('i,ki,km,mi->', f, a.conj(),
                            hubbard_potential(n_complex), b).real
numeric = (hubbard_energy(occupations(position[0] + step, P_complex))
           - hubbard_energy(occupations(position[0] - step, P_complex))) / (2 * step)
assert abs(orbital_sum - numeric) < 2e-6

# Total forces against finite differences of self-consistent energies
force_base, force_total, force_numeric = [], [], []
response_base, response_U, slope_U, energies = [], [], [], []
for atom in (0, 1):
    Rp, Rm = moved(atom, 1), moved(atom, -1)
    Pp, Pm = solve(Rp, hubbard_U, P)[0], solve(Rm, hubbard_U, P)[0]
    ep, em = full_energy(Rp, Pp), full_energy(Rm, Pm)
    energies.append((ep, em))
    force_numeric.append(-(ep - em) / (2 * step))
    force_base.append(-base_gradient(position, P, atom))
    force_total.append(force_base[-1] + (force_U if atom == 0 else 0.0))
    response_base.append((base_energy(position, Pp)
                          - base_energy(position, Pm)) / (2 * step))
    response_U.append((hubbard_energy(occupations(position[0], Pp))
                       - hubbard_energy(occupations(position[0], Pm))) / (2 * step))
    slope_U.append((hubbard_energy(occupations(Rp[0], Pp))
                    - hubbard_energy(occupations(Rm[0], Pm))) / (2 * step))
    assert abs(force_total[-1] - force_numeric[-1]) < 1e-5
    assert abs(response_base[-1] + response_U[-1]) < 1e-5
    assert abs(response_U[-1]) > 1e-4
assert abs(slope_U[0] - (-force_U + response_U[0])) < 1e-5
assert abs(slope_U[1] - response_U[1]) < 1e-5
assert abs(force_U) > 1e-4
# Translation invariance; the tolerance allows for the finite grid spacing
assert abs(sum(force_total)) < 2e-5

# U added afterwards to orbitals converged without it: formula is incomplete
P0 = solve(position, 0.0, P)[0]
Rp, Rm = moved(0, 1), moved(0, -1)
P0p, P0m = solve(Rp, 0.0, P0)[0], solve(Rm, 0.0, P0)[0]
after_numeric = -(full_energy(Rp, P0p) - full_energy(Rm, P0m)) / (2 * step)
V0 = [hubbard_potential(m) for m in occupations(position[0], P0)]
after_formula = -base_gradient(position, P0, 0) - sum(
    np.trace(v @ d) for v, d in zip(V0, explicit_dn(position[0], P0)))
n0p, n0m = occupations(position[0], P0p), occupations(position[0], P0m)
after_response = sum(np.trace(v @ (p - m)) / (2 * step)
                     for v, p, m in zip(V0, n0p, n0m))
assert abs(after_numeric - (after_formula - after_response)) < 1e-5
assert abs(after_response) > 1e-4

rydberg_eV = physical_constants['Rydberg constant times hc in eV'][0]
bohr_A = physical_constants['Bohr radius'][0] / angstrom
to_eV_A = rydberg_eV / bohr_A


def show(label, value, unit, digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


print(f"ion charges A, B: {charge[0]:.0f}, {charge[1]:.0f} (units of e)")
print(f"positions A, B: {position[0]:.2f}, {position[1]:.2f} bohr")
print(f"electrons up, down: {electrons[0]}, {electrons[1]}")
print(f"softening, projector width: {softening:.1f}, {width:.1f} bohr")
print(f"exchange g: {exchange_g:.1f} Ry bohr; U: {hubbard_U:.2f} Ry")
print(f"grid: {len(x)} points, spacing {spacing:.2f} bohr")
show("displacement for finite differences", step, "bohr", 4)
show("smallest gap", gap, "Ry", 4)
show("total energy", full_energy(position, P), "Ry", 8)
show("Hubbard energy", hubbard_energy(n), "Ry")
print("matrix elements in the order 00, 01, 11 (0 even, 1 odd)")
for s, name in enumerate(("up", "down")):
    for label, matrix, unit in (("n", n[s], "(no unit)"), ("V", V[s], "Ry"),
                                ("explicit dn/dR_A", dn[s], "1/bohr")):
        print(f"{label} {name}: {matrix[0, 0]:.6f}, {matrix[0, 1]:.6f}, "
              f"{matrix[1, 1]:.6f} {unit}")
    show(f"Hubbard force on A, spin {name}", force_spin[s], "Ry/bohr")
show("Hubbard force on A", force_U, "Ry/bohr")
show("Hubbard force on A, converted", force_U * to_eV_A, "eV/angstrom", 4)
for atom, name in enumerate("AB"):
    show(f"E at R_{name} + step", energies[atom][0], "Ry", 9)
    show(f"E at R_{name} - step", energies[atom][1], "Ry", 9)
    show(f"force on {name} without Hubbard term", force_base[atom], "Ry/bohr")
    show(f"total force on {name}, formula", force_total[atom], "Ry/bohr")
    show(f"total force on {name}, from energies", force_numeric[atom], "Ry/bohr")
    show(f"orbital response of E_base, {name}", response_base[atom], "Ry/bohr")
    show(f"orbital response of E_U, {name}", response_U[atom], "Ry/bohr")
    show(f"full slope dE_U/dR_{name}", slope_U[atom], "Ry/bohr")
print(f"sum of total forces: {sum(force_total):.1e} Ry/bohr")
show("sum of forces without Hubbard term", sum(force_base), "Ry/bohr")
show("U added afterwards: force on A, formula", after_formula, "Ry/bohr")
show("U added afterwards: from energies", after_numeric, "Ry/bohr")
show("U added afterwards: missed response", after_response, "Ry/bohr")
print("success")
```

Printed output:

```
ion charges A, B: 3, 1 (units of e)
positions A, B: -1.10, 1.40 bohr
electrons up, down: 2, 1
softening, projector width: 1.0, 1.0 bohr
exchange g: 1.0 Ry bohr; U: 0.30 Ry
grid: 101 points, spacing 0.30 bohr
displacement for finite differences: 0.0010 bohr
smallest gap: 0.5300 Ry
total energy: -7.32537630 Ry
Hubbard energy: 0.039099 Ry
matrix elements in the order 00, 01, 11 (0 even, 1 odd)
n up: 0.990203, -0.025056, 0.389352 (no unit)
V up: -0.147061, 0.007517, 0.033194 Ry
explicit dn/dR_A up: -0.035435, -0.357906, 0.419454 1/bohr
Hubbard force on A, spin up: -0.013754 Ry/bohr
n down: 0.982791, 0.049943, 0.002538 (no unit)
V down: -0.144837, -0.014983, 0.149239 Ry
explicit dn/dR_A down: 0.070631, -0.610348, -0.062216 1/bohr
Hubbard force on A, spin down: 0.001225 Ry/bohr
Hubbard force on A: -0.012529 Ry/bohr
Hubbard force on A, converted: -0.3221 eV/angstrom
E at R_A + step: -7.325230738 Ry
E at R_A - step: -7.325521671 Ry
force on A without Hubbard term: -0.132938 Ry/bohr
total force on A, formula: -0.145466 Ry/bohr
total force on A, from energies: -0.145466 Ry/bohr
orbital response of E_base, A: 0.001240 Ry/bohr
orbital response of E_U, A: -0.001240 Ry/bohr
full slope dE_U/dR_A: 0.011288 Ry/bohr
E at R_B + step: -7.325521671 Ry
E at R_B - step: -7.325230739 Ry
force on B without Hubbard term: 0.145466 Ry/bohr
total force on B, formula: 0.145466 Ry/bohr
total force on B, from energies: 0.145466 Ry/bohr
orbital response of E_base, B: 0.011288 Ry/bohr
orbital response of E_U, B: -0.011288 Ry/bohr
full slope dE_U/dR_B: -0.011288 Ry/bohr
sum of total forces: -5.4e-07 Ry/bohr
sum of forces without Hubbard term: 0.012528 Ry/bohr
U added afterwards: force on A, formula: -0.146166 Ry/bohr
U added afterwards: from energies: -0.144268 Ry/bohr
U added afterwards: missed response: -0.001898 Ry/bohr
success
```
